Where linear unscreening misjudges the exchange response of sodium

**The problem**

A pseudopotential for sodium is made from a free atom. The atomic calculation yields a screened potential v_scr, which acts on the 3s electron and already contains the repulsion among the valence electrons. To carry the potential into a molecule or a solid, one removes the valence screening, a step called unscreening. In its linear form the ionic potential is

v_ion = v_scr − v_H[n_v] − v_x(n_v),

where n_v is the valence density, v_H the Hartree potential and v_x the exchange potential. The core density n_c does not appear. Exchange is taken in the local-density (Dirac, Kohn–Sham) form, often called Slater exchange although Slater's averaged potential is 3/2 times larger. For a spin-unpolarized density, in atomic units,

v_x(n) = −(3n/π)^(1/3).

The core is frozen: n_c is the same in the atom and in every new environment.

The densities below are for a spherical, nonrelativistic, spin-restricted sodium atom with this exchange and no correlation, in the configuration 1s² 2s² 2p⁶ 3s¹. The valence density belongs to a nodeless, norm-conserving 3s pseudo-orbital with pseudization radius r_c = 1.3 Å.

r (Å) | n_c (Å⁻³) | n_v (Å⁻³)
0.3 | 15.63 | 0.00418
0.5 | 3.505 | 0.00688
0.7 | 0.7445 | 0.01102
0.9 | 0.1666 | 0.01543
1.1 | 0.03966 | 0.01800
1.3 | 0.00999 | 0.01768
1.5 | 0.00264 | 0.01553
2.0 | 0.000109 | 0.00894

(a) The valence density changes by a small amount δn. Find the ratio R of the correct change of the exchange potential to the change given by linear unscreening, as a function of q = n_c/n_v. For which q is the linear result wrong by more than a factor two?

(b) Inside r_c the pseudo-orbital is u(r) = r exp[p(r)], with p = c₀ + c₂r² + c₃r³ + c₄r⁴. Show that matching u, u′ and u″ at r_c, together with the norm inside r_c, fixes it uniquely.

(c) Where in the sodium atom is the linear result wrong by more than a factor two?

(d) How large is the error there in eV, and how much valence charge lies in the affected region?

**Hints**

For (a): put the new valence density n_v + δn into the unscreened potential and subtract the original screened potential. Do the same with the core density kept inside v_x. Then expand both differences to first order in δn.

For (b): take two polynomials that satisfy the same three matching conditions. Their difference has a triple zero at r_c and no linear term. What sign does it have for r < r_c?

For (c): q falls by a large factor from one row of the table to the next, so interpolate its logarithm rather than q itself.

For (d): take a loss of one percent of the valence density. The derivative of v_x gives the estimate, and the difference of two cube roots gives the actual change.

**Solution of (a): the ratio of kernels**

In the new environment the valence density is n_v + δn. Linear unscreening rebuilds the screened potential as

v_ion + v_H[n_v + δn] + v_x(n_v + δn).

Insert v_ion and subtract v_scr. The change of the potential is

Δv_lin = v_H[δn] + v_x(n_v + δn) − v_x(n_v).

The Hartree terms combine into v_H[δn] because v_H is linear in the density. Hartree unscreening therefore introduces no error, and what follows concerns the exchange part alone.

With a frozen core, the exchange potential felt by the valence electron depends on the total density. Its correct change is

Δv_x,full = v_x(n_c + n_v + δn) − v_x(n_c + n_v).

The two exchange changes would agree if v_x(n_c + n_v) were equal to v_x(n_c) + v_x(n_v), since the core part would then cancel. A cube root does not have this property. For δn = 0 both changes vanish, so the reference atom itself does not reveal the error. It appears when the potential is transferred.

Now expand in δn. The derivative of the exchange potential, called the exchange kernel, is

f_x(n) = dv_x/dn = −(1/3)(3/π)^(1/3) n^(−2/3).

To first order the linear result is f_x(n_v) δn and the correct one is f_x(n_c + n_v) δn. In their ratio δn, the sign and the constants cancel:

R = f_x(n_c + n_v)/f_x(n_v)
  = [(n_c + n_v)/n_v]^(−2/3)
  = (1 + q)^(−2/3).

A different constant prefactor in v_x would also cancel, as long as the densities are held fixed.

Since q ≥ 0, R lies between 0 and 1. Linear unscreening gives the right sign of the local exchange response but overestimates its size by the factor 1/R. This factor exceeds two when

(1 + q)^(−2/3) < 1/2.

Raise both sides to the power −3/2, which reverses the inequality:

1 + q > 2^(3/2), so q > 2^(3/2) − 1 = 1.828.

The core density need not be overwhelming for this. Less than twice the valence density is enough.

Two limits help in reading the result. For q ≪ 1, the expansion (1 + q)^(−2/3) ≈ 1 − 2q/3 shows that the error disappears in proportion to the core density. For q ≫ 1, R ≈ q^(−2/3): the dense core makes exchange stiff, and a little extra valence charge hardly changes the cube root of the total density. Linear unscreening evaluates the same change at the small density n_v, where the cube root is steep.

The expansion has a condition. In v_x(n_v + δn) the small quantity is δn/n_v, so δn must be small compared with the valence density at the same point. Variation 1 shows what happens otherwise.

**Solution of (b): the pseudo-orbital**

The valence density inside r_c must come from the pseudo-orbital, because that is the density subtracted in the unscreening. The "correct" response there means the one obtained with the true core density added to this pseudo-density.

First, why p has no linear term. With u = r exp(p),

u′ = (1 + r p′) exp(p),
u″ = [2p′ + r p″ + r (p′)²] exp(p).

The radial equation for an s state, −u″/2 + v u = εu, then gives the potential

v = ε + u″/(2u) = ε + p′/r + [p″ + (p′)²]/2.

A term c₁r in p would contribute c₁/r, which is singular at the nucleus. Leaving it out keeps the pseudopotential finite there.

Matching u, u′ and u″ is the same as matching p, p′ and p″ at r_c, provided that u does not vanish there; its overall sign is chosen so that it is positive. Outside r_c the pseudo-orbital equals the all-electron 3s orbital, so it is nodeless only if r_c lies outside the outermost node of that orbital, which is at 0.551 Å. For any chosen c₄, the conditions on p′ and p″ are two linear equations for c₂ and c₃. The coefficients are 2r_c and 3r_c² in the first, 2 and 6r_c in the second, and their determinant is

2r_c · 6r_c − 3r_c² · 2 = 6r_c² ≠ 0.

So c₂ and c₃ follow, and the condition on p then gives c₀. One free parameter is left.

Let two such polynomials differ by Δp. This difference and its first two derivatives vanish at r_c, and its degree is at most four. Hence

Δp = a (r − r_c)³ (r − d).

Expand the cube:

(r − r_c)³ = r³ − 3r_c r² + 3r_c² r − r_c³.

After multiplication by (r − d), the coefficient of r is −r_c³ − 3r_c² d. It must vanish, so d = −r_c/3 and

Δp = a (r − r_c)³ (r + r_c/3).

For 0 ≤ r < r_c the first factor is negative and the second positive. Increasing a therefore lowers p at every point inside r_c, and with it the inner norm

∫₀^{r_c} r² exp(2p) dr.

The norm falls steadily from infinity, for a → −∞, to zero, for a → +∞. It takes the all-electron value once, and the pseudo-orbital is unique. Because the charge inside r_c is conserved, Gauss's law gives the same valence electric field outside r_c as in the all-electron atom.

As a test, the potential obtained from this orbital was put back into the radial equation. Its lowest s level agreed with the 3s level of the atom, −2.096 eV, within the set tolerance.

**Solution of (c): the region in sodium**

Divide the two densities. At 1.1 Å,

q = 0.03966/0.01800 = 2.203,
R = (3.203)^(−2/3) = 0.460.

At 1.3 Å,

q = 0.00999/0.01768 = 0.565,
R = (1.565)^(−2/3) = 0.742.

The threshold q = 1.828 lies between them. Interpolating ln q linearly, the fraction of the interval to be covered is

(ln 2.203 − ln 1.828)/(ln 2.203 − ln 0.565) = (0.790 − 0.603)/(0.790 + 0.571) = 0.137.

This places the boundary at 1.1 + 0.137 × 0.2 = 1.127 Å. The root found with the full densities is 1.126 Å, or 2.127 bohr.

The other rows show how R varies:

r (Å) | q | R, pseudo 3s | R, all-electron 3s
0.3 | 3740 | 0.004 | 0.023
0.5 | 509 | 0.016 | 0.005
0.7 | 67.6 | 0.060 | 0.037
0.9 | 10.8 | 0.193 | 0.185
1.1 | 2.20 | 0.460 | 0.460
1.3 | 0.565 | 0.742 | 0.742
1.5 | 0.170 | 0.901 | 0.901
2.0 | 0.0122 | 0.992 | 0.992

Is there a single boundary? On a fine set of radii between 0.03 and 4.2 Å, R was below one half at every point inside 1.126 Å and at none outside. Farther out q continues to fall, because the core orbitals are more strongly bound and decay faster than 3s: the 2p level is at −27.4 eV, the 3s level at −2.1 eV. The answer to (c) is therefore r < 1.13 Å.

The limits of part (a) can be seen in the table. At 0.3 Å the large-q form gives 3740^(−2/3) = 0.004. At 2.0 Å the small-q form gives 1 − 2 × 0.0122/3 = 0.992. The change from a poor to a good description is quick: between 0.9 and 1.5 Å, R rises from 0.19 to 0.90.

The last column uses the all-electron 3s density instead of the pseudo-density. At a node of that orbital n_v = 0, so q is infinite and R = 0. This is why the value at 0.5 Å, close to the outermost node, is so small. At 0.3 Å the all-electron value is the larger one, which means that the all-electron 3s density exceeds the pseudo-density there. Both columns lie far below one half in this region, and the boundary is the same to the digits given.

The self-consistency of the atomic solution can be checked by a scaling argument. Replace n(r) by γ³n(γr), with the orbitals scaled accordingly. The kinetic energy T is multiplied by γ² and each Coulomb energy by γ. The exchange energy, proportional to ∫n^(4/3) d³r, acquires γ⁴ from the integrand and γ⁻³ from the volume, hence also γ. With V the sum of all the potential energies, the total is γ²T + γV. It must be stationary at γ = 1, so 2T + V = 0. The computed atom gives −V/T = 2.0000000. This is a necessary condition only. The argument holds for any constant prefactor in the exchange energy, so it cannot confirm the strength of the exchange, on which the densities and the boundary do depend.

**Solution of (d): the size of the error**

At the boundary the densities are n_c = 0.03313 Å⁻³ and n_v = 0.01812 Å⁻³, with ratio 1.828 as required. The kernels are

f_x(n_v) = −68.5 eV Å³,
f_x(n_c + n_v) = −34.3 eV Å³.

Let one percent of the valence density be lost, δn = −0.000181 Å⁻³. The first-order changes are

linear: (−68.5)(−0.000181) = +0.0124 eV,
full: (−34.3)(−0.000181) = +0.0062 eV.

Both are positive: with less electron density the exchange potential is less attractive. The differences of cube roots give 0.01246 eV and 0.00621 eV. At the boundary, linear unscreening thus makes the local potential too high by about 0.006 eV, which is as large as the correct change itself. This is the smallest value in the region. To first order the error for a one-percent loss is (0.01/3)|v_x(n_v)|(1 − R). At 0.7 Å, where |v_x(n_v)| = 3.16 eV and R = 0.060, this is 0.010 eV, which is about the largest value. Across the region the error lies between 0.006 and 0.010 eV.

The ratio of the two actual changes is 0.4989, slightly below one half. The next order explains this. For a small fraction x,

1 − (1 − x)^(1/3) ≈ (x/3)(1 + x/3).

In the linear result x = η, the fraction of valence density lost. In the full result x = ηs, where s = n_v/(n_c + n_v) = 1/(1 + q). The ratio of the changes is therefore

R (1 + ηs/3)/(1 + η/3) ≈ R [1 − η(1 − s)/3].

At the boundary s = 2^(−3/2) = 0.354. With η = 0.01 this gives 0.5 × (1 − 0.00215) = 0.4989.

The sphere inside the boundary holds 0.083 of the one pseudo-valence electron. Most of the valence charge lies outside, but the error is concentrated inside. For a uniform one-percent loss, averaged over the fixed 3s pseudo-orbital, more than half of the exchange error comes from this sphere. How much an energy level or a bond suffers depends on where the valence density changes, and R alone does not decide it.

The remedy follows from part (a). Subtract v_x(n_c + n_v) in the unscreening, and add the same core density to the valence density whenever v_x is evaluated later. The exchange change is then Δv_x,full by construction. This is the nonlinear core correction.

**Variation 1: the valence electron is removed**

Let n_v become λn_v, with λ no longer close to one and the core still frozen. Taking the common factor −(3n_v/π)^(1/3) out of both changes, the ratio of correct to linear exchange change is

[(q + λ)^(1/3) − (q + 1)^(1/3)]/[λ^(1/3) − 1].

For complete removal, λ = 0, this becomes (1 + q)^(1/3) − q^(1/3). It decreases as q grows, because its derivative, [(1 + q)^(−2/3) − q^(−2/3)]/3, is negative. Set it equal to 1/2 and write t = q^(1/3):

(1 + t³)^(1/3) = t + 1/2.

Cube both sides:

1 + t³ = t³ + 3t²/2 + 3t/4 + 1/8.

Cancel t³, collect the terms and multiply by eight:

12t² + 6t − 7 = 0.

The positive root is t = (−6 + √372)/24 = 0.5536, so q = t³ = 0.170. A core density of about one sixth of the valence density now suffices for an error of a factor two. In sodium the boundary moves out to 1.50 Å, and the sphere inside it holds 0.223 electrons. For a ten-percent removal it is at 1.133 Å, close to the small-change result.

The reason is the steepness of the cube root near zero. As n_v is emptied, v_x(n_v) changes ever faster, while the core keeps the total density away from zero. A frozen core is also a stronger assumption here, since a real core relaxes when the atom is ionized. With the relaxed Na⁺ core, whose density at 1.5 Å is about 12% lower, the boundary is at 1.47 Å instead of 1.50 Å.

**Variation 2: another pseudization radius**

Does the boundary depend on r_c? For r_c = 1.1 Å it lies outside r_c, where the pseudo-orbital equals the all-electron one, so the all-electron value of 1.1257 Å must result, and it does. For r_c = 1.3 Å the boundary lies inside r_c, yet the result is again 1.1257 Å. Since u, u′ and u″ are matched, the two orbitals differ first at third order in r_c − r, so their difference is small near r_c. The agreement to four decimals also owes to the fact that the two orbitals cross just inside the boundary, which lies 0.17 Å inside r_c. For r_c = 1.5 Å this distance is larger, and the boundary shifts to 1.1283 Å.

The shift of 0.003 Å is small compared with the 0.2 Å change of r_c and leaves the answer r < 1.13 Å unchanged. Over this range of r_c, the boundary is set by the overlap of core and valence densities in the atom, not by the pseudization. The omissions of the model matter more than r_c. With local-density correlation in the densities and the kernel, the boundary moves to about 1.12 Å. For a polarized 3s electron only the core density of the same spin, n_c/2, enters its exchange potential. Then R = (1 + q/2)^(−2/3), the threshold is q = 3.66, and on the same densities the boundary is at about 1.03 Å. The boundaries for the three radii are listed in the numerical output below.

Computed values

```
Sodium, exchange-only LDA, spin-restricted, nonrelativistic
orbital energy 1s: -1024.443 eV
orbital energy 2s: -54.633 eV
orbital energy 2p: -27.375 eV
orbital energy 3s: -2.096 eV
total energy: -4370.92 eV
virial ratio -V/T: 2.0000000
outermost node of all-electron 3s: 0.5511 angstrom
threshold nc/nv for R = 1/2: 1.82843
Pseudization radius 1.3 angstrom; densities in angstrom^-3
r (angstrom)  nc  nv(pseudo)  nc/nv  R(pseudo)  R(all-electron)
0.3  1.5633e+01  4.1839e-03  3.7365e+03  0.0042  0.0228
0.5  3.5052e+00  6.8799e-03  5.0948e+02  0.0157  0.0052
0.7  7.4452e-01  1.1020e-02  6.7561e+01  0.0597  0.0372
0.9  1.6660e-01  1.5433e-02  1.0795e+01  0.1930  0.1847
1.1  3.9660e-02  1.8001e-02  2.2032e+00  0.4602  0.4601
1.3  9.9909e-03  1.7678e-02  5.6517e-01  0.7418  0.7418
1.5  2.6385e-03  1.5525e-02  1.6995e-01  0.9006  0.9006
2.0  1.0920e-04  8.9402e-03  1.2215e-02  0.9919  0.9919
2.5  5.1156e-06  4.4131e-03  1.1592e-03  0.9992  0.9992
R = 1/2 boundary, all-electron 3s: 1.1257 angstrom
R = 1/2 boundary, pseudo 3s, rc = 1.1 angstrom: 1.1257 angstrom
R = 1/2 boundary, pseudo 3s, rc = 1.3 angstrom: 1.1257 angstrom
R = 1/2 boundary, pseudo 3s, rc = 1.5 angstrom: 1.1283 angstrom
main boundary (rc = 1.3 angstrom) in bohr: 2.1272 bohr
core density at main boundary: 0.03313 angstrom^-3
pseudo-valence density there: 0.01812 angstrom^-3
kernel f_x(nv) there: -68.522 eV angstrom^3
kernel f_x(nc+nv) there: -34.261 eV angstrom^3
1% loss of nv there, linear change of v_x: 0.01246 eV
1% loss of nv there, full change of v_x: 0.00621 eV
ratio of these two changes: 0.4989
pseudo-valence charge inside main boundary: 0.0830 electrons
boundary for 10% removal of nv: 1.1330 angstrom
boundary for complete removal of nv: 1.5003 angstrom
threshold nc/nv for complete removal: 0.16970
pseudo-valence charge inside that boundary: 0.2234 electrons
```
